\section*{Cancelling van der Pauw Hall Offset at One Field Polarity by Reciprocity}

\section{The question}

A square conducting film has four small contacts on its rim, numbered 1, 2, 3, 4 counterclockwise. To measure the Hall effect, one sends a current from 1 to 3, applies a magnetic field normal to the film and reads the voltage between 2 and 4. If the contacts are not placed symmetrically, this voltage is generally nonzero even without a field. In a film of low mobility this geometric offset can be far larger than the Hall voltage.

Reversing the magnet separates the two, because the offset is even in the field and the Hall voltage is odd. Reversal is not always convenient, for instance when the magnet is fixed in place and the sample cannot be turned over. The question is whether a second electrical measurement at the same field can replace the reversal. It can: one exchanges the current pair with the voltage pair.

Let current \(I\) enter a conductor at terminal \(i\) and leave at \(j\), with no net current at the other terminals. The four-terminal resistance is
\begin{equation}
R_{ij,kl}(B)=\frac{V_k-V_l}{I}.
\label{def}
\end{equation}
The voltages are electrochemical potentials divided by the carrier charge, which is what a voltmeter reads. A positive \(B\) points out of the film, along \(\hat z\).

\section{Reciprocity}

\paragraph{Assumptions.}
(a) The currents are linear in the voltages. (b) Without bias, the conductor and its reservoirs are in thermal equilibrium at one temperature. (c) Reversing \(B\) reverses everything in the Hamiltonian that breaks time-reversal symmetry. (d) The reservoirs are large enough for a steady current to exist, and the conductor connects all terminals.

\paragraph{Theorem.}
Under (a)--(d),
\begin{equation}
R_{ij,kl}(B)=R_{kl,ij}(-B).
\label{recip}
\end{equation}
Nothing is assumed about shape, disorder, contact size or interactions between the electrons. The proof needs a symmetry of the terminal conductances \(G_{ij}\), defined by \(I_i=\sum_jG_{ij}V_j\), where \(I_i\) flows from reservoir \(i\) into the conductor.

\paragraph{Lemma 1.}
\(G_{ij}(B)=G_{ji}(-B)\).

\paragraph{Proof.}
Let \(H\) be the Hamiltonian of conductor and reservoirs, with eigenstates \(|m\rangle\), energies \(E_m\) and thermal probabilities \(p_m\). Let \(Q_i\) be the charge operator of reservoir \(i\). Raising the potential of reservoir \(j\) adds the energy \(V_jQ_je^{\eta t}\), switched on slowly at a rate \(\eta>0\). Write the density matrix as \(\rho_0+\rho_1e^{\eta t}\). To first order in \(V_j\), the equation \(i\hbar\,\dot\rho=[H_{\rm total},\rho]\) gives
\begin{equation}
\eta\rho_1+\frac{i}{\hbar}[H,\rho_1]
=-\frac{i}{\hbar}V_j[Q_j,\rho_0].
\label{liouville}
\end{equation}
With \(\omega_{mn}=(E_m-E_n)/\hbar\), its matrix elements are
\begin{equation}
(\eta+i\omega_{mn})(\rho_1)_{mn}
=-\frac{i}{\hbar}V_j(Q_j)_{mn}(p_n-p_m).
\end{equation}
The rate of change of charge is \(D_i=(i/\hbar)[H,Q_i]\). The perturbation does not alter this operator, because the \(Q_i\) commute with one another. Its matrix elements are \((D_i)_{mn}=(i/\hbar)(E_m-E_n)(Q_i)_{mn}\). Eliminating \(Q_j\) in favour of \(D_j\),
\begin{equation}
(\rho_1)_{mn}=-V_j\frac{w_{mn}(D_j)_{mn}}{\eta+i\omega_{mn}},
\qquad
w_{mn}=\frac{p_n-p_m}{E_m-E_n}.
\end{equation}
States of equal energy have equal \(p\), so they contribute nothing and \(w_{mn}\) may be set to zero there. The current into the conductor is \(I_i=-D_i\). Its equilibrium average vanishes, since \(\mathrm{Tr}(\rho_0[H,Q_i])=\mathrm{Tr}([\rho_0,H]Q_i)=0\). Taking \(\mathrm{Tr}(\rho_1I_i)\) therefore gives
\begin{equation}
G_{ij}(B)=\sum_{mn}w_{mn}
\frac{(D_j)_{mn}(D_i)_{nm}}{\eta+i\omega_{mn}}.
\label{kubo}
\end{equation}

Let \(\Theta\) be the antiunitary time-reversal operator. Assumption (c) means \(\Theta H(B)\Theta^{-1}=H(-B)\), and charge is unchanged, \(\Theta Q_i\Theta^{-1}=Q_i\). Since \(\Theta\) turns \(i\) into \(-i\),
\begin{equation}
\Theta D_i(B)\Theta^{-1}
=-\frac{i}{\hbar}[H(-B),Q_i]=-D_i(-B).
\end{equation}
The states \(|\tilde m\rangle=\Theta|m\rangle\) are eigenstates of \(H(-B)\) with the same energies and probabilities. An antiunitary operator conjugates matrix elements, \(\langle\tilde m|\Theta A\Theta^{-1}|\tilde n\rangle=\langle m|A|n\rangle^*\). Because \(D_i\) is Hermitian,
\begin{equation}
\langle\tilde m|D_i(-B)|\tilde n\rangle
=-(D_i(B))_{mn}^*=-(D_i(B))_{nm}.
\end{equation}
Now write (\ref{kubo}) for \(G_{ji}(-B)\). The two minus signs cancel:
\begin{equation}
G_{ji}(-B)=\sum_{mn}w_{mn}
\frac{(D_i)_{nm}(D_j)_{mn}}{\eta+i\omega_{mn}}
=G_{ij}(B).
\end{equation}
This holds for each \(\eta\) and each reservoir size. It therefore survives the dc limit, in which the reservoirs are made large first and \(\eta\) then tends to zero. \(\square\)

\paragraph{Proof of the theorem.}
In the steady state no charge accumulates in the conductor, so \(\sum_iG_{ij}(B)=0\). By Lemma 1, \(\sum_jG_{ij}(B)=\sum_jG_{ji}(-B)=0\) as well, so a voltage common to all terminals drives no current. Since by (d) the conductor connects all terminals, unequal voltages do drive currents. The currents therefore fix the voltage differences.

Take voltages \(V_i\) and currents \(I_i\) at field \(B\), and a second set \(V_i',I_i'\) at field \(-B\). Then
\begin{align}
\sum_iV_i'I_i
&=\sum_{ij}V_i'G_{ij}(B)V_j\nonumber\\
&=\sum_{ij}V_jG_{ji}(-B)V_i'
=\sum_jV_jI_j'.
\label{bilinear}
\end{align}
In the first experiment send \(I\) from \(i\) to \(j\), and in the second send the same \(I\) from \(k\) to \(l\). Equation (\ref{bilinear}) becomes \(I(V_i'-V_j')=I(V_k-V_l)\). Division by \(I^2\) gives (\ref{recip}). \(\square\)

\paragraph{The two-terminal case.}
For \(kl=ij\) the theorem reads \(R_{ij,ij}(B)=R_{ij,ij}(-B)\). A resistance measured through one pair of terminals is even in the field. An odd part requires different current and voltage pairs.

\paragraph{A coherent example.}
Consider a square lattice of \(8\times8\) sites with hopping energy 1, site energies drawn between \(-0.5\) and \(0.5\), and 0.05 flux quanta per cell. A lead with level broadening 1 is attached to each \(2\times2\) corner block. For one random sample, counting both spins (conductance \(2e^2/h\) per unit transmission), transmission probabilities at energy \(-1\) give \(R_{13,24}(B)=1661.5\,\Omega\) and \(R_{24,13}(-B)=1661.5\,\Omega\). Field reversal without exchange gives \(R_{13,24}(-B)=-5125.5\,\Omega\), so the equality is not due to a weak field effect.

\section{Separation at one field polarity}

\paragraph{Corollary 1.}
At fixed \(B\), the combinations
\begin{align}
\Delta&=\tfrac12\left[R_{13,24}(B)-R_{24,13}(B)\right],\label{delta}\\
S&=\tfrac12\left[R_{13,24}(B)+R_{24,13}(B)\right]\label{sum}
\end{align}
are the field-odd and field-even parts of \(R_{13,24}\).

\paragraph{Proof.}
The theorem gives \(R_{24,13}(B)=R_{13,24}(-B)\). Substitution turns (\ref{delta}) and (\ref{sum}) into the definitions of the odd and even parts. \(\square\)

The even part contains the geometric offset and any even magnetoresistance, and both cancel in \(\Delta\). The order of the terminals matters. Reversing the leads of one pair in one reading changes its sign and interchanges \(\Delta\) and \(S\), apart from an overall sign.

\paragraph{Corollary 2.}
At \(B=0\) the offset is a difference of two van der Pauw resistances,
\begin{equation}
R_{13,24}(0)=R_{23,14}(0)-R_{12,43}(0).
\label{offsetid}
\end{equation}

\paragraph{Proof.}
Take terminal 4 as the zero of potential and write \(V_a=\sum_bZ_{ab}I_b\). Then \(R_{ij,kl}=Z_{ki}-Z_{kj}-Z_{li}+Z_{lj}\). At zero field \(G\) is symmetric, and so is \(Z\). The right side of (\ref{offsetid}) is
\begin{align}
&(Z_{12}-Z_{13}-Z_{42}+Z_{43})
-(Z_{41}-Z_{42}-Z_{31}+Z_{32})\nonumber\\
&\quad=Z_{12}-Z_{32}-Z_{41}+Z_{43}
=Z_{21}-Z_{23}-Z_{41}+Z_{43},
\end{align}
where \(Z_{13}=Z_{31}\) removed two terms. The last expression is \(R_{13,24}(0)\). \(\square\)

\section{When the odd part is the Hall resistance}

Corollary 1 says nothing yet about carrier density. That link needs a model of the film.

\paragraph{Proposition.}
Let the film be uniform, isotropic and free of holes, with point contacts on its rim. Let it have sheet resistance \(\rho_s\) and sheet density \(n_s\) of carriers with signed charge \(q\) and a single relaxation time. Then
\begin{equation}
R_{13,24}(B)=\rho_sg+\frac{B}{n_sq},
\qquad
\Delta=\frac{B}{n_sq},
\label{film}
\end{equation}
where the number \(g\) depends only on the film's shape and the contact positions.

\paragraph{Proof.}
The steady drift velocity obeys \(m\mathbf v/\tau=q(\mathbf E+\mathbf v\times\mathbf B)\), and the sheet current density is \(\mathbf J=n_sq\mathbf v\). Solving for \(\mathbf E\), and using \(-\mathbf J\times\hat z=\hat z\times\mathbf J\),
\begin{equation}
\mathbf E=\rho_s\mathbf J+\frac{B}{n_sq}\,\hat z\times\mathbf J,
\qquad \rho_s=\frac{m}{n_sq^2\tau}.
\label{ohm}
\end{equation}
The curl of \(\hat z\times\mathbf J\) has the \(z\) component \(\nabla\cdot\mathbf J\), which vanishes in the steady state. Since \(\nabla\times\mathbf E=0\), also \(\nabla\times\mathbf J=0\).

The field \(B\) has dropped out of the equations for \(\mathbf J\). The boundary conditions do not contain it either: no current crosses the free rim, and a point contact is specified by its total current. To see that the solution is unique, let \(\mathbf J_d\) be the difference of two solutions with the same current through the rim. In a film without holes \(\mathbf J_d=\nabla\chi\), with \(\nabla^2\chi=0\) and zero normal derivative on the rim. Hence \(\int|\nabla\chi|^2dA=\oint\chi\,\partial_n\chi\,ds=0\), and \(\mathbf J_d=0\). The current pattern is independent of \(B\).

Integrate (\ref{ohm}) along a path through the film from contact 2 to contact 4:
\begin{equation}
V_2-V_4=\rho_s\int_2^4\mathbf J\cdot d\mathbf l
+\frac{B}{n_sq}\int_2^4\mathbf J\cdot(d\mathbf l\times\hat z).
\end{equation}
The vector \(d\mathbf l\times\hat z\) points to the right of the path. With counterclockwise numbering, contact 3 lies on the right and contact 1 on the left. The last integral is therefore the whole current crossing towards contact 3, which is \(+I\). The first integral is \(gI\), with \(g\) fixed by the current pattern. Division by \(I\) gives the first part of (\ref{film}). Its odd part is the second. \(\square\)

For electrons \(q=-e\), and \(\Delta\) is negative at positive \(B\).

\paragraph{The offset factor.}
At \(B=0\) the potential is harmonic, so a conformal map of the film to the upper half-plane preserves it, along with the insulated rim and the contact currents. Let the contacts map to real points \(x_1,\dots,x_4\). A current \(I\) entering at \(x_1\) spreads over half-circles of length \(\pi r\), which gives the potential \(-(\rho_sI/\pi)\ln r\). Adding the sink at \(x_3\),
\begin{equation}
\phi(x)=\frac{\rho_sI}{\pi}\ln\frac{|x-x_3|}{|x-x_1|}.
\end{equation}
Since \(\rho_sgI=\phi(x_2)-\phi(x_4)\),
\begin{equation}
g=\frac1\pi\ln\frac{|x_2-x_3|\,|x_4-x_1|}{|x_2-x_1|\,|x_4-x_3|}.
\label{g}
\end{equation}

For a rectangle the inverse map is
\begin{equation}
z=\int_0^w\frac{du}{\sqrt{(1-u^2)(1-k^2u^2)}},
\qquad w=\mathrm{sn}(z,k).
\end{equation}
As \(w\) runs along the real axis, \(z\) turns by a right angle at each of \(\pm1\) and \(\pm1/k\). It traces a rectangle of width \(2K\) and height \(K'\), the complete elliptic integrals of modulus \(k\) and \(\sqrt{1-k^2}\). A square needs \(K'/K=2\). Landen's transformation \(k\to(1-k')/(1+k')\), with \(k'=\sqrt{1-k^2}\), doubles \(K'/K\). Starting from \(k=k'=1/\sqrt2\), where the ratio is 1, it gives \(k=3-2\sqrt2\).

\section{A film with a misplaced contact}

Take a 10 mm square film, 100 nm thick, with \(5\times10^{20}\,\mathrm{cm^{-3}}\) electrons of mobility \(30\,\mathrm{cm^2/Vs}\), in a field of 0.5 T. Then
\begin{align}
\rho_s&=\frac1{ne\mu t}=41.61\,\Omega,\\
\frac{B}{n_sq}&=-\frac{B}{net}=-0.0624\,\Omega.
\end{align}
Their ratio has the magnitude \(\mu B=1.5\times10^{-3}\), so even a small \(g\) swamps the Hall term.

Contacts 1 and 2 are centred on the lower edge at 0.5 and 9.5 mm from the left. Contacts 3 and 4 are on the upper edge at 8.5 and 0.5 mm. Mirror symmetry would put contact 3 at 9.5 mm. For point contacts the images are \(-0.9879\), \(0.9879\), \(6.5314\) and \(-5.9000\), and (\ref{g}) gives
\begin{equation}
g=\frac1\pi\ln\frac{5.5435\times4.9121}{1.9758\times12.4314}=0.0328.
\end{equation}
The offset is \(\rho_sg=1.37\,\Omega\), about 22 times the Hall term. Moving contact 3 to its mirror position, \(x_3=5.9000\), would lower \(g\) to 0.011 but not to zero. A left--right mirror only maps \(R_{13,24}\) onto \(R_{24,13}\), which at zero field is equal to it anyway, so it does not force the offset to vanish. The offset does vanish for a fourfold symmetric placement, such as the four corners, or for a mirror line through contacts 1 and 3 that exchanges 2 and 4. A finite-element solution of (\ref{ohm}) on a \(100\times100\) mesh gives the same \(g\) to three figures, and a half-difference of 1.0001 times \(B/(n_sq)\).

Now let each contact be an equipotential strip 1 mm long with the same centre. A finite-element solution at \(+0.5\) T on a \(200\times200\) mesh gives
\begin{equation}
R_{13,24}=1.78026\,\Omega,\qquad R_{24,13}=1.90244\,\Omega.
\end{equation}
From these two readings,
\begin{align}
\Delta&=\tfrac12(1.78026-1.90244)\,\Omega=-0.0611\,\Omega,\\
S&=\tfrac12(1.78026+1.90244)\,\Omega=1.841\,\Omega.
\end{align}
Each reading is about 1\% too high because of the mesh: the converged values are \(1.762\) and \(1.884\,\Omega\), with \(S=1.82\,\Omega\). The error is nearly the same in both and changes \(\Delta\) by less than 0.1\%, so the extra digits serve only to show the difference. A separate solution with the field reversed gives \(R_{13,24}(-B)=1.90244\,\Omega\), equal to the exchanged reading. The offset is 30 times the signal. It also exceeds the point-contact value of \(1.37\,\Omega\), so the formula for \(g\) would be a poor basis for subtraction here. The exchange needs no knowledge of \(g\).

The density from the pair is \(B/(et|\Delta|)=5.11\times10^{20}\,\mathrm{cm^{-3}}\), which is about 2\% above the input. The first reading alone, taken as a Hall resistance, would give about \(1.8\times10^{19}\,\mathrm{cm^{-3}}\), too low by a factor of about 28. Its positive sign would also suggest holes.

\section{What the exchange leaves behind}

\paragraph{Contacts and uniformity.}
The remaining 2\% belongs to the odd part itself, so magnet reversal would not remove it either. With 1 mm contacts \(|\Delta|\) is 2.1\% below \(B/(n_se)\). Shortening them to 0.4 mm with centres fixed reduces the deficit to less than 1\%. For point contacts on a film whose thickness falls quadratically by 20\% from centre to corners, \(|\Delta|\) is about 1.15\% below the value calculated from the mean sheet density.

\paragraph{Thermal voltages.}
A voltage caused by an externally imposed temperature difference does not scale with \(I\), so it lies outside (\ref{def}). Mott's formula, with a conductivity varying as the cube of energy, gives a Seebeck coefficient of magnitude
\begin{equation}
|S_{\rm th}|=\frac{\pi^2k_B^2T}{3e}\,\frac{3}{E_F}=33.5\,\mu\mathrm{V/K}
\end{equation}
at 300 K, for \(E_F=0.656\) eV. This assumes a parabolic band of mass \(0.35m_e\) and a scattering time proportional to \(E^{3/2}\), and it ignores the leads. The exponent \(3/2\) neglects the energy dependence of screening; screened ionized-impurity scattering at this density, with a dielectric constant of 9, gives about \(27\,\mu\mathrm{V/K}\). A difference of 0.1 K then produces \(3.4\,\mu\mathrm V\), or 5\% of the \(62\,\mu\mathrm V\) Hall voltage at 1 mA. Reversing the current removes a constant thermal voltage. With \(U_{kl}(\pm I_{ij})\) the voltage read for either current direction, the full set is
\begin{equation}
\Delta=\frac{U_{24}(I_{13})-U_{24}(-I_{13})
-U_{13}(I_{24})+U_{13}(-I_{24})}{4I}.
\end{equation}

\paragraph{Drift and heating.}
If the film warms by \(\delta T\) between the two configurations, the second offset is multiplied by \(1+\alpha\,\delta T\), and \(\Delta\) is wrong by \(S\alpha\,\delta T/2\) in magnitude. For an assumed \(\alpha=10^{-3}\,\mathrm{K^{-1}}\) and \(\delta T=0.1\) K this is about \(90\,\mu\Omega\), or 0.15\% of \(|\Delta|\). The error grows with the offset, so careful contact placement still helps. The 1 mA current dissipates 0.13 mW. Conducted through 1 mm of glass of conductivity 1 W/(m K), with its back face held at fixed temperature, this heats the film by 1.3 mK on average.

\paragraph{Frozen magnetization.}
If a magnetization \(M\) stays fixed when \(B\) is reversed, assumption (c) fails. In the coherent lattice, adding random bond phases that do not reverse gives \(R_{13,24}(B)=1643\,\Omega\) but \(R_{24,13}(-B)=4686\,\Omega\). The proof of Lemma 1 still applies if time reversal acts on both quantities, and gives \(R_{ij,kl}(B,M)=R_{kl,ij}(-B,-M)\). In a magnetic film the exchange at fixed \(B\) thus isolates the part that is odd under joint reversal. That part includes any anomalous Hall resistance odd in \(M\), so \(\Delta\) alone does not give the carrier density.

\paragraph{Relation to real films.}
The parameters are rough typical values for sputtered indium tin oxide, a transparent electrode material. A 1 mm placement error on a 10 mm sample is deliberately large. Real films break the assumption of a single relaxation time. In a parabolic band at low field, energy-dependent scattering multiplies the Hall resistance by \(\langle\tau^2\rangle/\langle\tau\rangle^2\), averaged with weight \(E^{3/2}(-\partial f/\partial E)\), where \(f\) is the Fermi function. For \(\tau\propto E^{3/2}\) the factor is 1.011, so the inferred density falls by about 1\%; with screened ionized impurities the factor is nearer 1.005. It is this close to 1 because \(k_BT=0.026\) eV is small beside \(E_F\). Grain boundaries and a nonparabolic band are not included in these estimates. They can change what \(\Delta\) says about the density, but under (a)--(d) they do not spoil the cancellation of the offset.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coherent lattice R13,24(+B) = 1661.546 ohm
Coherent lattice R24,13(-B) = 1661.546 ohm
Coherent lattice R13,24(-B) = -5125.485 ohm
With frozen flux: R13,24(+B) = 1643.320 ohm
With frozen flux: R24,13(-B) = 4686.281 ohm
Film side = 10.0 mm, thickness = 100 nm
Contact centres from left edge (1,2,3,4) = 0.5, 9.5, 8.5, 0.5 mm
Electron density = 5.00e+20 cm^-3
Mobility = 30 cm2/Vs
Field = 0.50 T, current = 1.0 mA
Temperature = 300 K
Mobility times field = 1.50e-03 (no unit)
Sheet resistance = 41.610 ohm
Hall sheet resistance B/(n_s q) = -0.06242 ohm
Half-plane images x1..x4 = -0.9879, 0.9879, 6.5314, -5.9000 (no unit)
Offset factor g, conformal map = 0.03284 (no unit)
Offset factor g, finite elements = 0.03284 (no unit)
Point contacts: offset rho_s*g = 1.3665 ohm
Point contacts: half-difference/Hall = 1.0001 (no unit)
1 mm contacts: R13,24(+B) = 1.78026 ohm
1 mm contacts: R24,13(+B) = 1.90244 ohm
1 mm contacts: R13,24(-B) = 1.90244 ohm
1 mm contacts: half-difference = -0.06109 ohm
1 mm contacts: half-sum (offset) = 1.84135 ohm
Offset / |half-difference| = 30.1 (no unit)
Density from exchanged pair = 5.109e+20 cm^-3
Density from one reading alone = 1.753e+19 cm^-3
1 mm contacts: half-difference/Hall = 0.9787 (no unit)
Same on the coarser mesh = 0.9785 (no unit)
0.4 mm contacts: half-difference/Hall = 0.9913 (no unit)
Domed film, point contacts: ratio = 0.9886 (no unit)
Effective mass = 0.35 electron masses
Fermi energy = 0.656 eV, kT = 0.0259 eV
Hall factor = 1.0113 (no unit)
Seebeck coefficient, magnitude = 33.5 uV/K
Assumed temperature difference or drift = 0.1 K
Thermal voltage = 3.35 uV
Hall voltage, magnitude = 62.42 uV
Assumed resistance drift = 1.0e-03 per K
Drift error in half-difference = 92.1 microohm
Joule power in film = 0.129 mW
Heating across 1 mm glass = 1.29 mK
\end{verbatim}
